\section*{Does higher humidity strengthen capillary adhesion of a smooth sphere?}

\section*{Question}

After polishing and drying, a silica particle sits on an oxide wafer in room air. Water condenses around the contact and pulls the two together. I expected that moister air, which makes a larger water bridge, would hold the particle more strongly. Yet the formula I was given for a smooth sphere contains neither the humidity nor the size of the bridge. How can that be, and why do some measurements still show adhesion rising with humidity?

\section*{Answer}

A larger bridge is also a weaker sucker. For a small meniscus around a smooth sphere in contact with a plane, the wetted area grows in proportion to the Kelvin radius, while the suction falls in inverse proportion to it. The leading force is their product, so the Kelvin radius drops out. A gap between the solids spoils this cancellation, and that is one way in which a measured force can rise.

\subsection*{What humidity fixes}

Let the sphere have radius $R$, and let both solids be rigid and smooth. The water has surface tension $\gamma$ and molar volume $V_m$, and meets the plane and the sphere at fixed contact angles $\theta_1$ and $\theta_2$. The relative humidity is $H<1$, written as a fraction. The water is in equilibrium with the vapour, and gravity is neglected.

Relative to saturation, at pressure $p_{\rm sat}$, the chemical potential of an ideal vapour is $R_gT\ln H$, where $R_g$ is the gas constant. That of an incompressible liquid at pressure $p_l$ is $V_m(p_l-p_{\rm sat})$. Equating them gives
\begin{equation}
p_{\rm sat}-p_l=\frac{R_gT}{V_m}\ln\frac1H .
\end{equation}
The right-hand side is in the megapascal range in the example below, whereas the vapour pressure is a few kilopascals. We may therefore replace $p_{\rm sat}$ on the left by the actual vapour pressure $p_v$. Define the Kelvin radius $r_K$ by writing the suction as $\gamma/r_K$:
\begin{equation}
\Delta p=p_v-p_l=\frac{\gamma}{r_K},\qquad
r_K=\frac{\gamma V_m}{R_gT\ln(1/H)} .
\end{equation}
Raising $H$ increases $r_K$ and weakens the suction. Real water expands slightly under tension: a compressibility of $4.5\times10^{-10}$ Pa$^{-1}$ lowers the suction and raises $r_K$ by about 2\% at 50\% humidity and 0.3\% at 90\%. This is neglected below; it does not affect the leading force.

\subsection*{The cancellation}

Let $D$ be the smallest distance between the solids. At distance $x$ from the axis, with $x\ll R$, the gap is
\begin{equation}
h(x)=D+R-\sqrt{R^2-x^2}\simeq D+\frac{x^2}{2R}.
\end{equation}
The meniscus has two curvatures. One lies in the vertical section; the other goes around the axis and is of order $1/a$, where $a$ is the radius of the wetted disc. For $r_K\ll a$ the second is negligible at leading order, and the section is a circular arc of radius $r_K$.

Let $\alpha$ be the angle between the normal to this arc and the horizontal. It runs from $-(\pi/2-\theta_1)$ at the plane to $\pi/2-\theta_2$ at the nearly horizontal sphere surface. Since $dz=r_K\cos\alpha\,d\alpha$, the height of the edge is
\begin{equation}
h(a)=r_K(\cos\theta_1+\cos\theta_2)=2cr_K,\qquad
c=\frac{\cos\theta_1+\cos\theta_2}{2}.
\end{equation}
We need $c>0$ for a condensed bridge. Setting $D+a^2/(2R)=2cr_K$ gives
\begin{equation}
a^2=2R(2cr_K-D).
\end{equation}

Count attraction as positive. The suction pulls with $\pi a^2\gamma/r_K$. The surface tension at the edge adds $2\pi a\gamma\sin\theta_1$, which is smaller by the factor $2r_K\sin\theta_1/a$, of order $\sqrt{r_K/R}$ at contact. At leading order, then,
\begin{equation}
F(D)=\frac{\pi\gamma}{r_K}\,2R(2cr_K-D)
=4\pi R\gamma c\left(1-\frac{D}{2cr_K}\right).
\label{gap}
\end{equation}
At contact, $D=0$, this becomes
\begin{equation}
F_0=4\pi R\gamma c .
\label{leading}
\end{equation}
The force in (\ref{gap}) is greatest at $D=0$, so $F_0$ is also the pull-off force of the rigid sphere, apart from its weight and other surface forces.

\subsection*{The same result from energy}

Filling a unit area of gap with water replaces two dry surfaces by wet ones. By Young's equation this changes the energy by $-\gamma(\cos\theta_1+\cos\theta_2)=-2\gamma c$. Holding liquid at a pressure below that of the vapour costs $\Delta p\,h=\gamma h/r_K$. Filling pays where $h<2cr_K$, the same edge height as before. For $r_K\ll R$ and $D$ not close to $2cr_K$, the free surface at the rim is again a smaller term. With $x\,dx=R\,dh$, the grand potential relative to a dry gap is
\begin{align}
\Omega(D)&=2\pi R\gamma\int_D^{2cr_K}\left(\frac{h}{r_K}-2c\right)dh\\
&=2\pi R\gamma\left[\frac{h^2}{2r_K}-2ch\right]_D^{2cr_K}
=-\frac{\pi R\gamma}{r_K}(2cr_K-D)^2 .
\end{align}
Its derivative, $F=d\Omega/dD=2\pi R\gamma(2cr_K-D)/r_K$, is (\ref{gap}).

The energy also shows what humidity does change. Slow separation at fixed humidity requires the work
\begin{equation}
W=\Omega(2cr_K)-\Omega(0)=4\pi R\gamma c^2r_K .
\end{equation}
Moister air gives the attraction a longer range and a larger work of separation, without raising its leading value at contact.

If separation is too quick for evaporation or condensation, the volume is fixed instead. Let the edge height be $d$, starting from $d_0$ at contact. The volume is $\int_D^d2\pi Rh\,dh=\pi R(d^2-D^2)$, so $d=\sqrt{d_0^2+D^2}$. If the liquid keeps its equilibrium shape, the arc radius is $d/(2c)$ and the area is $2\pi R(d-D)$. Hence
\begin{equation}
F=4\pi R\gamma c\left(1-\frac{D}{\sqrt{d_0^2+D^2}}\right).
\end{equation}
The contact value is again $F_0$; the decay with distance is different. Viscous forces are not included.

\subsection*{The first correction}

How flat is the force when $r_K/R$ is small but finite? Take $D=0$, and let $a$ now denote the contact-line radius on the sphere. The two curvatures have opposite signs, so the curvature in the section is
\begin{equation}
\frac1\rho=\frac1{r_K}+\frac{\cos\alpha}{x},\qquad
\rho\simeq r_K\left(1-\frac{r_K\cos\alpha}{a}\right).
\end{equation}
The sphere surface is tilted by $\beta\simeq a/R$ at the contact line, so the upper limit of $\alpha$ is $\pi/2-\theta_2-\beta$. Integrating $dz=\rho\cos\alpha\,d\alpha$, and using $\cos(\theta_2+\beta)\simeq\cos\theta_2-\beta\sin\theta_2$, gives
\begin{equation}
h=2cr_K-\frac{a r_K}{R}\sin\theta_2-\frac{r_K^2}{a}I,
\end{equation}
where
\begin{align}
I&=\int_{-(\pi/2-\theta_1)}^{\pi/2-\theta_2}\cos^2\alpha\,d\alpha\\
&=\tfrac12\left(\pi-\theta_1-\theta_2+\sin\theta_1\cos\theta_1
+\sin\theta_2\cos\theta_2\right).
\end{align}
The contact line on the plane has a slightly different radius $x_1$. From $dx=\rho\sin\alpha\,d\alpha$, to the order needed,
\begin{equation}
a-x_1=r_K(\sin\theta_1-\sin\theta_2).
\end{equation}
The force on the plane is therefore
\begin{align}
F&=\frac{\pi\gamma x_1^2}{r_K}+2\pi x_1\gamma\sin\theta_1\\
&\simeq\frac{\pi\gamma a^2}{r_K}
+2\pi a\gamma(\sin\theta_2-\sin\theta_1)+2\pi a\gamma\sin\theta_1\\
&=\frac{\pi\gamma a^2}{r_K}+2\pi a\gamma\sin\theta_2 .
\end{align}
Now insert $a^2=2Rh$:
\begin{equation}
\frac{\pi\gamma a^2}{r_K}=4\pi R\gamma c-2\pi a\gamma\sin\theta_2
-\frac{2\pi R\gamma r_K I}{a}.
\end{equation}
The two terms in $\sin\theta_2$ cancel. In the remaining small term we may use the leading radius $a=2\sqrt{cRr_K}$, which leaves
\begin{equation}
F\simeq4\pi R\gamma c\left(1-k\sqrt{\frac{r_K}{R}}\right),\qquad
k=\frac{I}{4c^{3/2}}.
\label{first}
\end{equation}
Since $k>0$, the force in this model falls slightly as humidity rises. For complete wetting, $I=\pi/2$ and $k=\pi/8\simeq0.393$.

As a test, the axisymmetric Young--Laplace equation was solved numerically with the true spherical surface. At $R/r_K=10^6$ the force deficit gave $k=0.3928$ for complete wetting and $0.5089$ for two angles of $40^\circ$; the formula gives $0.3927$ and $0.5090$.

\subsection*{Numbers for a particle on a wafer}

Take $R=500$ nm, $\gamma=72$ mN/m, $V_m=18$ cm$^3$/mol, $T=298$ K and both contact angles equal to $40^\circ$, so that $c=0.766$. These settings are held fixed while humidity changes. Equation (\ref{leading}) gives
\begin{equation}
F_0=4\pi(500\ {\rm nm})(0.072\ {\rm nN/nm})(0.766)\simeq347\ {\rm nN}.
\end{equation}
Here $\gamma V_m/(R_gT)=0.523$ nm. At 50\% humidity $r_K=0.523/\ln2=0.755$ nm; at 90\% it is $0.523/\ln(1/0.9)=4.96$ nm. The numerical solution for a touching sphere gives:

\begin{center}
\begin{tabular}{rrrrr}
$H$ (\%) & $r_K$ (nm) & Suction (MPa) & Area (nm$^2$) & $F$ (nN)\\
50 & 0.755 & 95.4 & 3460 & 340\\
70 & 1.47 & 49.1 & 6600 & 337\\
90 & 4.96 & 14.5 & 21100 & 330\\
99 & 52.0 & 1.38 & 166000 & 297
\end{tabular}
\end{center}

From 50\% to 90\% the area grows 6.1 times and the suction falls 6.6 times. The suction part of the force drops from 330 to 306 nN, while the edge part rises from 10 to 24 nN. The total changes by $-3.0$\%. Equation (\ref{first}) gives, at 90\%,
\begin{equation}
347\left(1-0.509\sqrt{4.96/500}\right)\simeq329\ {\rm nN},
\end{equation}
close to the numerical 330 nN. Over the same range the leading-order work $W=F_0cr_K$ rises from about 200 to about 1300 aJ. The finite meniscus lets go at a shorter distance than $2cr_K$, and integrating its force up to that point gives less work: about 190 and 1100 aJ. At 99\%, $r_K/R$ is about 0.1 and the meniscus is no longer small: the force is 14\% below $F_0$.

\subsection*{Why a measured force may rise}

Suppose roughness holds the surfaces apart by a fixed $D_0=0.5$ nm. Equation (\ref{gap}) then contains $D_0/(2cr_K)$, which shrinks as humidity rises. At 50\% the edge height is 1.16 nm, so the gap removes $0.5/1.16\simeq43$\% of the leading force. At 90\% the edge height is 7.61 nm and the loss is about 7\%. The numerical forces are 188 nN at 50\%, 259 nN at 70\% and 306 nN at 90\%, a rise of 63\% over the range. The linear law gives 197 nN at 50\%, about 5\% above the numerical value.

At 99\% the force with the standoff is 295 nN, lower than at 90\%. The gap now costs less than 1\% of the leading force, and the fall due to finite meniscus size has taken over.

The standoff also settles the dry limit. With $D=0$ exactly, (\ref{leading}) survives formally as $r_K\to0$. With any fixed $D_0>0$, no equilibrium bridge remains once $2cr_K<D_0$; the curvature around the axis removes it somewhat earlier. Continuum theory is already doubtful there: at 50\% humidity the edge height is less than four times the 0.31 nm size of a water molecule.

\subsection*{How far to trust this for a real particle}

The inputs are rough typical values. A sphere 1 $\mu$m across is larger than many polishing abrasives, and $40^\circ$ stands for silica that has picked up some organic contamination; clean silica is wetted much better. Smaller particles are less flat in humidity, because $r_K/R$ is larger: from 50\% to 90\% the rigid force falls by about 6\% for $R=100$ nm, 8.5\% for $R=50$ nm and 11\% for $R=25$ nm. Smoothness is also a strong assumption: the 0.5 nm standoff alone lowers the force at 50\% from 340 to 188 nN.

Elasticity matters for the small trend. The suction is a constant attractive stress of finite range, which is the Maugis--Dugdale contact model. With a Young's modulus of 70 GPa and a Poisson ratio of 0.17 for both solids, it multiplies the rigid pull-off force by 0.953 at 50\% and 0.997 at 90\%. If these factors are simply applied to the numerical forces, they give about 324 and 329 nN, turning the 3\% fall into a rise of between 1 and 2\%. With fixed contact angles, the robust prediction for this smooth particle is near-constancy, not the sign of a change of a few per cent. Softer or much larger spheres deform more, and can lose more of their hold in drier air, in this model at most a quarter: at 50\% the factor is 0.82 for a silica sphere with $R=50$ $\mu$m, and 0.78 for $R=500$ nm with a modulus of 3 GPa. Smaller spheres deform less: for $R=50$ nm the factors are 0.983 and 0.999, too close to reverse the fall.

Adsorbed water can matter more. It lowers the solid--vapour energy by $\Gamma R_gT\ln(0.90/0.50)$ between 50\% and 90\% humidity, if the adsorbed amount $\Gamma$ per area stays constant. For one full molecular layer this is 25 mN/m, compared with $\gamma c=55$ mN/m. If the solid--liquid energy is unchanged, Young's equation then lowers $\gamma c$, and with it the leading force, by 46\%; a tenth of a layer gives 4.6\%. The fixed-angle result therefore suits surfaces that adsorb little water over the humidity range considered. Clean, hydroxylated silica commonly carries a molecular layer or more at these humidities, so near-constancy should not be assumed for it.

Van der Waals attraction through water, estimated as $AR/(6z^2)$ with $A=0.6\times10^{-20}$ J and $z=0.2$ nm, adds about 12 nN. This estimate is sensitive to the assumed separation: $z=0.165$ nm would give about 18 nN. The particle's weight is only $1.1\times10^{-5}$ nN.

So a larger bridge is not by itself evidence of a stronger hold. For smooth surfaces in contact, with fixed wetting, little elastic deformation and $r_K\ll R$, drier air that still leaves a continuum meniscus would not be expected to loosen the particle appreciably. With a standoff comparable to $2cr_K$, it could.

\section*{Calculated quantities}
\begin{verbatim}
Energy derivative / direct force = 0.999999
Angles (deg) | k from Young-Laplace | k formula
  0,  0 | 0.3928 | 0.3927
 40, 40 | 0.5089 | 0.5090
 20, 60 | 0.5114 | 0.5116
Work done by 90 % of range / full W = 0.9886
R = 500 nm, gamma = 72 mN/m
Vm = 18.0 cm3/mol, T = 298 K
Contact angles = 40 deg, c = 0.7660
gamma Vm/(Rg T) = 0.5231 nm
Leading force 4 pi R gamma c = 346.6 nN
Standoff for roughness column = 0.5 nm
H % | rK nm | suction MPa | edge height 2c rK nm
50 | 0.755 | 95.41 | 1.16
70 | 1.466 | 49.10 | 2.25
90 | 4.965 | 14.50 | 7.61
99 | 52.044 | 1.38 | 79.74
H % | wet radius nm | wet area nm2 (on plane, numerical)
50 | 33.2 | 3460
70 | 45.8 | 6596
90 | 81.9 | 21081
99 | 230.1 | 166384
H % | suction part nN | line part nN | total F nN
50 | 330.1 | 9.7 | 339.8
70 | 323.8 | 13.3 | 337.2
90 | 305.7 | 23.8 | 329.6
99 | 230.2 | 66.9 | 297.1
H % | F with first correction nN | work W aJ
50 | 339.7 | 200
70 | 337.0 | 389
90 | 329.0 | 1318
99 | 289.6 | 13816
H % | F with standoff nN: numerical | linear law
50 | 187.6 | 196.7
70 | 258.8 | 269.4
90 | 306.3 | 323.8
99 | 294.8 | 344.4
50 to 90 %: area x 6.09, force -3.0 %
H % | elastic pull-off / rigid pull-off
50 | 0.953
70 | 0.981
90 | 0.997
99 | 1.000
Van der Waals force through water = 12.5 nN
Particle weight = 1.1e-05 nN
Size of a water molecule = 0.31 nm
Solid-vapour energy drop, 50 to 90 %, if one monolayer
  is adsorbed throughout = 25.1 mN/m
  force drop: 46 % (full layer), 4.6 % (0.1 layer)
\end{verbatim}
